\section*{Basis Motion and Energy Alignment in Finite-Displacement Electron-Vibration Coupling}

\section{A molecule that only moves sideways}

Take one electron in the potential $V(x)$ of a diatomic molecule in one dimension, and describe it with real orbitals $\phi_i$ attached to the two atoms. Shift both atoms by $u$. Potential and orbitals move together, so
\begin{equation}
H_{ij}(u)=\int \phi_i(x-u)\Big[-\tfrac12\frac{d^2}{dx^2}+V(x-u)\Big]\phi_j(x-u)\,dx=H_{ij}(0),
\end{equation}
as the substitution $x\to x+u$ shows. The Hamiltonian matrix does not change, and its derivative is zero. The electron nevertheless feels a changed potential: at $u=0$ the operator derivative is $\partial_u\hat H=-V'(x)$. Since $[d/dx,\hat H]=V'$, its elements between exact eigenstates are
\begin{equation}
\langle m|\partial_u\hat H|n\rangle=-\langle m|[d/dx,\hat H]|n\rangle=(E_m-E_n)\langle m|d/dx|n\rangle .
\end{equation}
The diagonal elements vanish, because a rigid shift changes no level. The off-diagonal ones generally do not. In the example below, the largest element of $\partial_u\hat H$ between $s$ orbitals is $0.061$ Ha/bohr, while the differentiated matrix gives zero.

A program that obtains electron-vibration couplings by differentiating such matrices therefore needs one setting that corrects for moving orbitals. A second setting, the alignment of Fermi levels between geometries, deals with another artefact: each calculation may have its own zero of energy. The first correction is always part of the coupling. The second needs a physical condition.

Hartree atomic units are used ($\hbar=m_e=e=1$). The electronic Hamiltonian is a mean-field one with real, linearly independent orbitals. In a self-consistent calculation $\partial\hat H$ includes the response of the mean field.

\section{What the basis-motion correction computes}

Let $\partial$ be the derivative with respect to one coordinate of atom $I$, and define
\begin{equation}
S_{ij}=\langle i|j\rangle,\qquad H_{ij}=\langle i|\hat H|j\rangle,\qquad D_{kj}=\langle k|\partial j\rangle .
\end{equation}
Column $j$ of $D$ is nonzero only if orbital $j$ sits on the moving atom. The product rule gives
\begin{align}
\partial S&=D+D^T,\label{eq:ds}\\
\partial H_{ij}&=\langle i|\partial\hat H|j\rangle+\langle\partial i|\hat H|j\rangle+\langle i|\hat H|\partial j\rangle .\label{eq:product}
\end{align}
The last two terms of (\ref{eq:product}) must be subtracted. They contain $\partial i$, which may lie outside the basis. Inserting the projector $P=\sum_{kl}|k\rangle(S^{-1})_{kl}\langle l|$ between $\partial i$ and $\hat H$ turns $\langle\partial i|\hat H|j\rangle$ into $(D^TS^{-1}H)_{ij}$. Treating the other term likewise gives the working formula
\begin{equation}
M=\partial H-D^TS^{-1}H-HS^{-1}D .\label{eq:m}
\end{equation}

The insertion looks like an approximation, but (\ref{eq:m}) is the exact derivative of a definite operator, $P\hat HP$. Collect the orbitals in a row $\Phi$, so that $\Phi^T\Phi=S$ and $\Phi^T\partial\Phi=D$, with integration understood. Then $P\hat HP=\Phi K\Phi^T$ with $K=S^{-1}HS^{-1}$, and
\begin{equation}
\Phi^T\,\partial(\Phi K\Phi^T)\,\Phi=DS^{-1}H+S(\partial K)S+HS^{-1}D^T .
\end{equation}
From $\partial S^{-1}=-S^{-1}(\partial S)S^{-1}$ follows
\begin{equation}
S(\partial K)S=\partial H-(\partial S)S^{-1}H-HS^{-1}\partial S .
\end{equation}
In the sum, $S^{-1}H$ is multiplied from the left by $D-\partial S=-D^T$, and $HS^{-1}$ from the right by $D^T-\partial S=-D$, both by (\ref{eq:ds}). The result is (\ref{eq:m}).

The difference from the full operator derivative follows by subtracting $\langle i|\partial\hat H|j\rangle$, taken from (\ref{eq:product}), from (\ref{eq:m}):
\begin{equation}
M_{ij}-\langle i|\partial\hat H|j\rangle=\langle\partial i|(1-P)\hat H|j\rangle+\langle i|\hat H(1-P)|\partial j\rangle .\label{eq:res}
\end{equation}
It vanishes if the orbital derivatives lie in the basis, or if $\hat H$ acting on the orbitals does. For a normalized Gaussian $s\propto e^{-\alpha(x-X)^2}$ the first condition is easy to meet:
\begin{equation}
\partial_Xs=2\alpha(x-X)s=\sqrt\alpha\,p,\qquad p=2\sqrt\alpha\,(x-X)s .
\end{equation}
Here $p$ is normalized because $\langle(x-X)^2\rangle=1/(4\alpha)$ in $s$. Adding $p$ functions of the same exponent therefore makes the $s$ block of $M$ exact. The $p$ block would need the derivatives of $p$ as well.

\subsection{Levels and the zero of energy}

Let $Hc_n=\varepsilon_nSc_n$ with $c_n^TSc_n=1$. Then $S^{-1}Hc_n=\varepsilon_nc_n$, and (\ref{eq:m}) gives
\begin{equation}
c_n^TMc_n=c_n^T(\partial H-\varepsilon_n\partial S)c_n=\partial\varepsilon_n .\label{eq:slope}
\end{equation}
The last equality, for a nondegenerate level, comes from differentiating $(H-\varepsilon_nS)c_n=0$ and multiplying by $c_n^T$; the term with $\partial c_n$ drops out because $c_n^T(H-\varepsilon_nS)=0$. Diagonal couplings are thus level slopes, which can be checked by rediagonalization.

Now let the zero of energy depend on geometry, $H\to H+c(R)S$. The three terms of (\ref{eq:m}) change by $(\partial c)S+c\,\partial S$, $-cD^T$ and $-cD$. With (\ref{eq:ds}),
\begin{equation}
M\to M+(\partial c)\,S .\label{eq:offset}
\end{equation}
A constant offset cancels. The bare derivative $\partial H$ instead changes by $c\,\partial S$, so without the correction the coupling depends on an arbitrary convention. An offset that varies with geometry survives in $M$, and this is what alignment has to remove.

\subsection{From atoms to modes}

A mode $\lambda$ with mass-weighted unit vector $e^\lambda$ and frequency $\omega_\lambda$ displaces atom $I$ by $l_I^\lambda(b+b^\dagger)$, where
\begin{equation}
l_I^\lambda=\frac{e_I^\lambda}{\sqrt{2m_I\omega_\lambda}},\qquad M^\lambda=\sum_Il_I^\lambda M^I .
\end{equation}
$M^\lambda$ is an energy. The coupling operator is $\sum_{ij}|i\rangle(S^{-1}M^\lambda S^{-1})_{ij}\langle j|(b+b^\dagger)$. Its matrix elements between the orbitals are $M^\lambda$ itself, so $M^\lambda$ is what is added to $H$ in a Green function $(ES-H-\Sigma)^{-1}$ written in the undisplaced orbitals.

\section{When Fermi alignment is justified}

The usual recipe subtracts the shift of the measured Fermi level from each displaced Hamiltonian,
\begin{equation}
H(R)\to H(R)-[E_F(R)-E_F(0)]\,S(R).\label{eq:align}
\end{equation}
Let $E_F^{\rm ph}$ be the Fermi level relative to a fixed physical reference, such as the potential deep in an electrode. The measured slope is $\partial E_F=\partial c+\partial E_F^{\rm ph}$. By (\ref{eq:offset}), the raw calculation gives $M+(\partial c)S$, and alignment turns this into
\begin{equation}
M+(\partial c)S-(\partial E_F)S=M-(\partial E_F^{\rm ph})\,S .\label{eq:alerr}
\end{equation}
The artificial drift is gone, but any real motion of the Fermi level has been subtracted too.

How large is that motion? In a finite cell the electron number $N=2\sum_nf_n$ is fixed, with $f_n=[1+e^{(\varepsilon_n-E_F)/kT}]^{-1}$. Since $df_n=f_n(1-f_n)(dE_F-d\varepsilon_n)/kT$, the condition $dN=0$ gives
\begin{equation}
\partial E_F^{\rm ph}=\frac{\sum_nw_n\,\partial\varepsilon_n}{\sum_nw_n}=-\frac{(\partial N/\partial R)_\mu}{(\partial N/\partial\mu)_R},\qquad w_n=f_n(1-f_n).\label{eq:ef}
\end{equation}
The second form is the condition $dN=(\partial N/\partial R)_\mu\,dR+(\partial N/\partial\mu)_R\,d\mu=0$, with $\mu$ the chemical potential. If the Hamiltonian does not respond to the filling, as in the model below, then $(\partial N/\partial R)_\mu=-(2/kT)\sum_nw_n\partial\varepsilon_n$ and $(\partial N/\partial\mu)_R=(2/kT)\sum_nw_n$. In a self-consistent calculation these two expressions fail, because the levels move with $\mu$; both forms of (\ref{eq:ef}) still hold, the first with slopes taken at fixed $N$, the second with self-consistent derivatives.

Fermi alignment is therefore right if the displacement leaves the electron number at fixed chemical potential unchanged. Good metallic screening brings this about. If it fails, the numerator of (\ref{eq:ef}) is a local charge, while the denominator grows with the number of electrode atoms. The error then falls roughly as the inverse size of a metallic cell.

An isolated molecule is the opposite limit. With two electrons, two relevant levels and $kT$ far below all gaps, $f_1+f_2=1$, hence $w_1=w_2$ and $\partial E_F^{\rm ph}=(\partial\varepsilon_1+\partial\varepsilon_2)/2$. Alignment would remove the mean slope of the two levels, which is real coupling.

An alternative reference is the on-site energy $H_{ee}/S_{ee}$ of an orbital $e$ in a remote electrode. It follows $c(R)$ without counting electrons, provided that the displacement does not change the physical potential there.

\section{The isolated diatomic in numbers}

The model has two Gaussian wells $-U_Ie^{-\beta(x-X_I)^2}$ with $U_A=1.05$ Ha, $U_B=0.95$ Ha and $\beta=0.5$ bohr$^{-2}$, placed $3.4$ bohr apart. The orbitals have $\alpha=0.3$ bohr$^{-2}$. The masses are $20000$ and $30000$ electron masses, and the bond force constant is chosen as $0.2$ Ha/bohr$^2$. The parameters represent no particular molecule.

The reduced mass is $12000$, so $\omega=\sqrt{0.2/12000}=0.00408$ Ha. The zero-point bond amplitude is $1/\sqrt{2\cdot12000\cdot0.00408}=0.101$ bohr, shared as $l_A=-0.0606$ and $l_B=0.0404$ bohr, in inverse proportion to the masses. The stretch couplings in the $s$ block, in $10^{-3}$ Ha, are:
\begin{center}
\begin{tabular}{lrrr}
 & $AA$ & $BB$ & $AB$\\
quadrature of $\partial V$ & 2.25 & 3.73 & 5.61\\
$M$, $s$ and $p$ orbitals & 2.25 & 3.73 & 5.61\\
$M$, $s$ orbitals alone & 4.08 & 5.00 & 8.15\\
bare $\partial H$ & 5.62 & 6.21 & 19.05
\end{tabular}
\end{center}
The bare $AB$ element is $3.4$ times the direct value. With $s$ orbitals alone, the corrected elements are still too large by $34$ to $82$ per cent of the direct values. This is the residual (\ref{eq:res}), a property of the basis. Tests confirmed both that residual and the projected-operator identity in the $s$ basis. Applying the correction does not make a small basis adequate.

In the larger basis the two lowest levels, at $-0.696$ and $-0.524$ Ha, have diagonal couplings of $0.01065$ and $-0.00356$ Ha ($290$ and $-97$ meV), equal to their slopes by rediagonalization. Stretching raises the bonding level and lowers the antibonding one. These are slopes in the basis of $s$ and $p$ orbitals; without basis truncation the model has slopes of about $0.0106$ and $-0.0038$ Ha. The bare derivative gives $0.0219$ and $-0.0123$ Ha; by (\ref{eq:slope}) the excess is $\varepsilon_nc_n^T(\partial S)c_n$. The larger coupling exceeds $\omega$, so low-order perturbation theory in it should not be taken for granted.

In the two-level limit above, Fermi alignment would subtract $(0.01065-0.00356)/2=0.00354$ Ha from both slopes. It would leave $\pm0.0071$ Ha and change the lower-level coupling by a third.

\section{The same diatomic between electrodes}

Now put chains of frozen wells, $1$ Ha deep and $4$ bohr apart, on both sides, with one electron per atom and $kT=0.01$ Ha. A tether of $0.05$ Ha/bohr$^2$ on each diatomic atom moves the stretch mode to $0.00434$ Ha. Each calculation of a coupling matrix sets the cell average of the potential to zero, which may make the energy zero drift. The level and Fermi-level slopes in (\ref{eq:ef}) are computed without this step, with the potential deep in the electrodes held fixed.

Screening is imitated by letting both diatomic wells deepen by $g_Iu_I$ when atom $I$ moves by $u_I$. Requiring a vanishing numerator in (\ref{eq:ef}) with $8$ electrode atoms per side gives $g_A=0.0090$ and $g_B=-0.0761$ Ha/bohr. These values are then used with $16$ atoms per side. Along the stretch, with $l_A=-0.0599$ and $l_B=0.0380$ bohr, both wells change by
\begin{equation}
l_Ag_A+l_Bg_B=-0.00054-0.00289=-0.00343\ \text{Ha},
\end{equation}
so they become shallower. This raises the direct $AA$ coupling from $0.00211$ to $0.00476$ Ha: screening is part of the coupling here, not a small correction.

A well of depth $U$ contributes $-U\sqrt{\pi/\beta}/L$ to the average potential in a cell of length $L$. Setting the average to zero adds the opposite amount to $H$. With two wells and $L=159.4$ bohr, the drift is
\begin{equation}
\partial c=2(-0.00343)\,\frac{\sqrt{\pi/0.5}}{159.4}=-1.08\times10^{-4}\ \text{Ha}.
\end{equation}
All errors quoted in this section refer to the $s$ block, where the residual (\ref{eq:res}) vanishes; the $sp$ and $pp$ blocks keep a basis residual of order $10^{-3}$ Ha whatever the alignment. The largest raw error in the $s$ block has the magnitude of the drift, about $2$ per cent of the $AA$ coupling. Fermi alignment reduces it to $2.6\times10^{-6}$ Ha. By (\ref{eq:alerr}) the remainder is mainly a small real Fermi-level slope, left because neutrality was imposed in the smaller cell. Alignment to the outermost electrode orbital leaves $5\times10^{-8}$ Ha. The Fermi-aligned couplings $AA$, $BB$ and $AB$ are $129$, $172$ and $159$ meV.

Without screening the verdict reverses. A well that moves at fixed depth does not alter the average potential, so the raw $s$ block is correct to $4\times10^{-8}$ Ha. Fermi alignment introduces an error of $6.2\times10^{-5}$ Ha, $3$ per cent of the unscreened $AA$ coupling. It equals the magnitude of the Fermi-level slope, as (\ref{eq:alerr}) requires. The slope is that of the $s$ and $p$ basis; without basis truncation its magnitude is about $6.7\times10^{-5}$ Ha. With $32$ atoms per side the slope falls to $3.2\times10^{-5}$ Ha. The ratio $1.95$ is close to the ratio of atom numbers, $66/34=1.94$.

\section{Choosing the settings}

\paragraph{Basis-motion correction.} Keep it on whenever orbitals follow the atoms. Obtain $D$ from overlaps between undisplaced orbitals and orbitals displaced by $\pm\delta$. Then (\ref{eq:ds}) holds for the finite differences too: the overlap of two orbitals on the moving atom depends on their relative shift, so their contributions to $D+D^T$ cancel. Adding $5$ Ha to the potential changed $M$ by about $10^{-13}$ Ha/bohr and $\partial H$ by $1.2$ Ha/bohr. Such a shift is a useful check of an implementation, but it does not test the basis. For that, add functions resembling the derivatives of the important orbitals and watch $M$.

\paragraph{Displacement.} Central differences have an error $a\delta^2$. In the isolated diatomic, steps of $0.04$ and $0.02$ bohr gave errors of $3.24\times10^{-5}$ and $8.09\times10^{-6}$ Ha/bohr, a ratio of $4.00$, so $a\approx0.020$ Ha/bohr$^3$. If self-consistency leaves an uncertainty $\eta$ in each matrix element, the difference quotient adds at most $\eta/\delta$. Setting the derivative of $a\delta^2+\eta/\delta$ to zero gives $\delta=(\eta/2a)^{1/3}$. For $\eta=10^{-8}$ Ha and this $a$, that is about $0.006$ bohr. Looser convergence calls for a larger step.

\paragraph{Energy alignment.} For a junction with metallic, well-screened electrodes, use Fermi alignment or a remote electrode orbital, and compare the two. By (\ref{eq:offset}), two alignments differ by a multiple of $S$. If that multiple is not small, lengthen the electrodes and check that the displacement is screened before it reaches the reference orbital. For an isolated molecule do not align to the Fermi level; use a reference that the vibration leaves unchanged, such as the vacuum level at infinite distance. A dipole that changes with the vibration shifts the potential at distance $r$ by an amount falling as $1/r^2$, so in a finite or periodic cell the reference point must lie far enough out; in a slab geometry such a dipole makes the vacuum levels on the two sides differ.

The force constants here were chosen, the electrodes were frozen, and electron interaction entered through a linear change of well depth alone. That change was fitted to make the displacement neutral, so the screened case shows what Fermi alignment does when neutrality holds, not that a given electrode provides it. The sizes of the errors belong to this model; the identities for $M$ and for the alignment error do not depend on its parameters. The full values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
ISOLATED DIATOMIC
orbital and well exponents: 0.30 0.50 bohr^-2
bond length: 3.40 bohr
well depths A, B: 1.05 0.95 Ha
masses A, B: 20000 30000 electron masses
bond force constant: 0.20 Ha/bohr^2
displacement step: 0.005 bohr
stretch frequency: 0.004082 Ha
mode amplitudes A, B: -0.060615 0.040410 bohr
rms bond amplitude, diagonalized oscillator: 0.101025 bohr
overlap s_A s_B: 0.176577 
stretch coupling, elements AA, BB, AB of the s block
  direct quadrature: 0.002247 0.003725 0.005610 Ha
  corrected, s+p basis: 0.002247 0.003725 0.005610 Ha
  corrected, s basis: 0.004080 0.004997 0.008148 Ha
  bare dH: 0.005618 0.006209 0.019052 Ha
largest translation coupling, direct: 0.061460 Ha/bohr
energy offset tried: 5.0 Ha
largest change of dH, M by offset: 1.19e+00 1.79e-13 Ha/bohr
errors at steps 0.04, 0.02 bohr: 3.237e-05 8.092e-06 Ha/bohr
error ratio: 4.000 
two lowest levels, s+p: -0.696057 -0.523523 Ha
their diagonal couplings: 0.010650 -0.003564 Ha
their slopes by rediagonalization: 0.010650 -0.003564 Ha
their bare dH values: 0.021885 -0.012298 Ha
diagonal couplings: 289.81 -96.99 meV
coupling between the levels, magnitude: 0.004049 Ha
DIATOMIC BETWEEN ELECTRODES
electrode spacing: 4.0 bohr
electrode well depth: 1.0 Ha
electronic temperature kT: 0.010 Ha
tether force constant: 0.05 Ha/bohr^2
electrode atoms per side, reference and production: 8 16 
box length, production: 159.4 bohr
mode frequencies: 0.001411 0.004341 Ha
stretch amplitudes A, B: -0.059929 0.038015 bohr
depth response to moving A, B: 0.009007 -0.076129 Ha/bohr
screened stretch coupling, elements AA, BB, AB
  direct quadrature: 0.004758 0.006328 0.005853 Ha
  Fermi-aligned: 0.004756 0.006325 0.005852 Ha
  largest errors raw, Fermi-, electrode-aligned: 1.08e-04 2.58e-06 5.23e-08 Ha
unscreened stretch coupling, elements AA, BB, AB
  direct quadrature: 0.002114 0.003683 0.005445 Ha
  Fermi-aligned: 0.002176 0.003745 0.005456 Ha
  largest errors raw, Fermi-, electrode-aligned: 4.34e-08 6.20e-05 4.34e-08 Ha
predicted drift of the energy zero, screened: -1.080e-04 Ha
unscreened Fermi slope, 16 and 32 atoms per side: -6.192e-05 -3.174e-05 Ha
same slope from M, 16 atoms per side: -6.192e-05 Ha
screened Fermi-aligned couplings AA, BB, AB: 129.41 172.12 159.25 meV
\end{verbatim}
